# When the Stokes shift and gap variance give different reorganisation energies

## What dimensions and symmetry allow

Take one classical harmonic mode with force constant $\kappa$, whose minimum moves by $D$ when an electron passes from state 1 to state 2. The vertical gap $X=U_2-U_1$ is the energy of state 2 minus that of state 1 at fixed nuclei. With equal force constants the quadratic terms cancel in $X$, so the gap is linear in the coordinate, with a slope proportional to $\kappa D$.

The mean position of a harmonic mode is its minimum at any temperature. The difference between the mean gaps of the two states can therefore contain $\kappa$ and $D$ but not $kT$, and the one energy they form is $\kappa D^2$. The position variance can contain $\kappa$ and $kT$ but not $D$, so it is proportional to $kT/\kappa$. Multiplied by the squared slope, it gives a gap variance proportional to $\kappa D^2kT$. Exchanging the states reverses $D$ and changes neither result.

Half the Stokes shift, meaning here half the difference of the mean gaps, and the gap variance over $2kT$ are thus both numbers times $\kappa D^2$. For a complete equilibrium average both equal $\lambda=\kappa D^2/2$, as shown below.

For overdamped modes, a measurement lasting a time $t$ brings in one more dimensionless quantity, $t/\tau_j$, where $\tau_j$ is the relaxation time of mode $j$. If these modes are independent, then for a measurement that registers only the motion during this time, the measured value has the form

$$\lambda_{\rm obs}(t)=\sum_j\lambda_j\,w(t/\tau_j),$$

where $w$ runs from 0 for a frozen mode to 1 for a relaxed one. Nothing requires $w$ to be the same function for a shift and for a variance. Moreover, a Stokes shift taken between two separately equilibrated states contains every mode in full, however slow, because the relaxation took place before the measurement. The two measurements can therefore count different modes.

## A counter-example with one fast and one slow mode

Absorb the force constants into the coordinates, so that $q_j^2$ is an energy, and write

$$U_1=\tfrac12\left(q_f^2+q_s^2\right),\qquad U_2=\Delta G+\tfrac12(q_f-d_f)^2+\tfrac12(q_s-d_s)^2 .$$

The thermal integrals of the two states are equal apart from the constant, so $\Delta G$ is the equilibrium reaction free energy. Expanding the squares and subtracting gives

$$X=\Delta G+\lambda-d_fq_f-d_sq_s,\qquad \lambda=\lambda_f+\lambda_s,\qquad \lambda_j=\tfrac12d_j^2 .$$

In state 1 the mean coordinates are zero; in state 2 they are $d_f$ and $d_s$. Since $d_f^2+d_s^2=2\lambda$,

$$\langle X\rangle_1=\Delta G+\lambda,\qquad \langle X\rangle_2=\Delta G+\lambda-2\lambda=\Delta G-\lambda .$$

Each coordinate has variance $kT$, so the gap variance is $(d_f^2+d_s^2)kT=2\lambda kT$. In full equilibrium the two routes agree.

Energies are given in electronvolts and times in picoseconds. Choose the model values $\lambda_f=0.6$ eV, $\lambda_s=0.3$ eV and $\Delta G=-0.4$ eV at 300 K, where $kT=0.02585$ eV. Let the fast mode relax in 1 ps and the slow one in $10^6$ ps, and observe for 1000 ps.

The gap was sampled with 2000 overdamped Langevin trajectories for each state, integrated by a midpoint rule with a step of 0.1 ps. The initial coordinates were drawn from the equilibrium distribution of the state concerned. The mean gaps were $0.502$ eV in state 1 and $-1.298$ eV in state 2, so half the Stokes shift is

$$\frac{0.502-(-1.298)}2=0.900\ {\rm eV}.$$

The variance about each trajectory's own mean, averaged over the trajectories of state 1 and divided by $2kT$, was 0.600 eV. The first value contains both modes because each state was prepared with its slow mode relaxed. The second lacks the slow mode, which hardly moves within a window. In hartree, the two underlying model energies are 0.0331 and 0.0220.

Two changes of procedure remove the discrepancy. Pooling all the gaps of state 1 before taking the variance includes the spread of $q_s$ between trajectories, and gives 0.904 eV. Alternatively, one can start in equilibrium in state 1, switch suddenly to $U_2$, and take half the fall of the mean gap after 1000 ps. The slow mode then keeps nearly its old position, and the result is 0.605 eV. The small departures from 0.9 and 0.6 eV are compatible with the finite number of trajectories.

### Which driving force belongs to the smaller energy

Hold $q_s$ fixed and integrate over $q_f$. The fast integrals are again equal in the two states, so the free-energy difference is

$$\Delta G(q_s)=\Delta G+\tfrac12(q_s-d_s)^2-\tfrac12q_s^2=\Delta G+\lambda_s-d_sq_s .$$

At the mean slow configuration of state 1, $q_s=0$, it equals $-0.4+0.3=-0.1$ eV. The frozen mode cannot relax to stabilise the product, and the reaction is less downhill by $\lambda_s$.

For weak electronic coupling $V$ and classical nuclei, the golden rule gives the rate as $2\pi V^2/\hbar$ times the probability density of the gap at $X=0$. At fixed $q_s$ the gap in state 1 is Gaussian, with mean $\Delta G(q_s)+\lambda_f$ and variance $2\lambda_fkT$. Hence

$$k(q_s)=\frac{2\pi V^2}{\hbar}\frac1{\sqrt{4\pi\lambda_fkT}}\exp\left\{-\frac{[\Delta G(q_s)+\lambda_f]^2}{4\lambda_fkT}\right\}.$$

This requires the fast mode to stay in equilibrium during the reaction, even near $X=0$, where reacting members are removed. The rates and half-lives below are for this limit of an instantly relaxing fast mode. With a relaxation time of 1 ps and $V=1$ meV, depletion near $X=0$ lowers the rate at $q_s=0$ by about 2%, and by about 3.5% when recrossing is included. At $q_s=0$ the barrier is

$$\frac{(-0.1+0.6)^2}{4(0.6)}=0.104\ {\rm eV}.$$

Combining $\lambda_f$ with the unshifted $\Delta G$ would give $(-0.4+0.6)^2/2.4=0.017$ eV. The prefactors are the same, so the rate would be too large by

$$\exp\left(\frac{0.1042-0.0167}{0.02585}\right)\approx 29.5 .$$

With $V=1$ meV the rates are $3.85\times10^{-4}$ ps$^{-1}$ for the mean configuration and $1.13\times10^{-2}$ ps$^{-1}$ for the mistaken combination. The opposite mistake, the full $\lambda$ with the shifted driving force, counts the slow mode twice and gives $1.82\times10^{-5}$ ps$^{-1}$.

## The correct general statement

Consider any number of classical harmonic modes with equal force constants in the two states, divided into fast and slow sets. Let $\lambda_f$ and $\lambda_s$ now be the sums over each set, and let $d_sq_s$ stand for the sum of $d_jq_j$ over the slow set. Then:

1. Half the Stokes shift and the gap variance over $2kT$ agree if both include the complete equilibrium distributions, or if both are taken at the same fixed slow configuration. The common value is $\lambda_f+\lambda_s$ in the first case and $\lambda_f$ in the second.
2. At a fixed slow configuration the rate contains $\lambda_f$ and the driving force $\Delta G+\lambda_s-d_sq_s$.
3. For an ensemble prepared in equilibrium in state 1, the initial mean rate contains the full $\lambda$ and the unshifted $\Delta G$, even if the slow modes are frozen.

Thus the shifted driving force describes one frozen member, while the ensemble has a distribution of driving forces.

## Proof

### The two measurements at finite time

The gap is a constant minus $\sum_jd_jq_j$, so the first statement follows from the means and variances above, summed over the modes allowed to vary. For a finite window, take overdamped modes. Each coordinate has the correlation function $kT e^{-|u|/\tau_j}$, and that of the gap is

$$C(u)=2kT\sum_j\lambda_je^{-|u|/\tau_j}.$$

The mean variance inside a window is the full variance minus the variance of the window average:

$$C(0)-\frac1{t^2}\int_0^t\!\!\int_0^tC(u-v)\,du\,dv .$$

For one exponential, pairs of times separated by $r$ contribute with weight $2(t-r)$. With $x=t/\tau$,

$$\begin{aligned}
\frac2{t^2}\int_0^t(t-r)e^{-r/\tau}dr
&=\frac2{x^2}\left[x(1-e^{-x})-1+(1+x)e^{-x}\right]\\
&=\frac{2(x-1+e^{-x})}{x^2}\equiv g(x).
\end{aligned}$$

Division by $2kT$ gives

$$\lambda_{\rm var}(t)=\sum_j\lambda_j[1-g(t/\tau_j)].$$

After a sudden switch from state 1 to state 2, the mean of $q_j$ moves from 0 to $d_j(1-e^{-t/\tau_j})$. The mean gap falls by $d_j=\sqrt{2\lambda_j}$ times this displacement, summed over modes. Half the fall is

$$\lambda_{\rm shift}(t)=\sum_j\lambda_j(1-e^{-t/\tau_j}).$$

For $x\ll1$, expansion gives $1-g(x)\approx x/3$ and $1-e^{-x}\approx x$. Both vanish for a frozen mode, and both tend to 1 for $x\gg1$. Between these limits the shift counts more of the mode: $g(x)$ is a weighted average of $e^{-r/\tau}$ over $0<r<t$, where the exponential exceeds its final value $e^{-x}$, so $g(x)>e^{-x}$.

If the slow relaxation time in the example is reduced to 1000 ps, equal to the window, then $1-g(1)=1-2/e=0.264$ and $1-e^{-1}=0.632$. The formulas give $\lambda_{\rm var}=0.678$ eV and $\lambda_{\rm shift}=0.790$ eV; trajectories made as before give 0.679 and 0.784 eV. Equal observation times alone do not secure agreement.

### Driving force and detailed balance

The derivation of $\Delta G(q_s)$ and $k(q_s)$ holds for sets of modes, because the quadratic terms cancel mode by mode and a sum of independent Gaussian variables is Gaussian. This proves the second statement.

In state 2 the mean gap at fixed $q_s$ is $\Delta G(q_s)-\lambda_f$, with the same variance. The ratio of forward to backward rates at that configuration is therefore

$$\exp\left\{-\frac{[\Delta G(q_s)+\lambda_f]^2-[\Delta G(q_s)-\lambda_f]^2}{4\lambda_fkT}\right\}=e^{-\Delta G(q_s)/kT},$$

which is detailed balance with the shifted driving force.

A different ratio results if each direction is evaluated at the slow mean of its own initial state. The mean gaps are then $\Delta G+\lambda$ and $\Delta G-\lambda$, and

$$\ln\frac{k_{\rm forward}}{k_{\rm backward}}=-\frac{(\Delta G+\lambda)^2-(\Delta G-\lambda)^2}{4\lambda_fkT}=-\frac{\lambda}{\lambda_f}\frac{\Delta G}{kT}.$$

In the example this is $1.5\times15.47=23.21$, whereas $-\Delta G/kT=15.47$. Detailed balance is not violated, since the two rates belong to different frozen configurations. Reading their ratio as an equilibrium constant would give a free energy of $-0.6$ eV instead of $-0.4$ eV.

### The ensemble average

Let $y=\Delta G(q_s)+\lambda_f$ be the mean gap at fixed $q_s$. In the equilibrium ensemble of state 1, $y$ is Gaussian with mean $\Delta G+\lambda$ and variance $2\lambda_skT$. The fast modes add an independent Gaussian variable of variance $2\lambda_fkT$. Averaging the density at $X=0$ over $y$ gives the density of the whole gap, whose variance is the sum $2\lambda kT$:

$$\langle k\rangle=\frac{2\pi V^2}{\hbar}\frac1{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\Delta G+\lambda)^2}{4\lambda kT}\right].$$

This proves the third statement. In the example $\langle k\rangle=1.20\times10^{-3}$ ps$^{-1}$, about three times the rate of the mean configuration.

The members that carry this initial rate are not average ones. The product of the rate and the distribution of $y$ is proportional to

$$\exp\left[-\frac{y^2}{4\lambda_fkT}-\frac{(y-\Delta G-\lambda)^2}{4\lambda_skT}\right].$$

This is Gaussian in $y$, so its mean lies where the derivative of the exponent vanishes:

$$\frac y{\lambda_f}+\frac{y-\Delta G-\lambda}{\lambda_s}=0\quad\Rightarrow\quad y=\frac{\lambda_f}{\lambda}(\Delta G+\lambda).$$

Here $y=(0.6/0.9)(0.5)=0.333$ eV. The rate-weighted driving force is $y-\lambda_f=-0.267$ eV, compared with $-0.1$ eV for the mean member.

The result depends on the preparation. If the slow modes were frozen in at another temperature $T_0$, their contribution to the gap variance would be $2\lambda_skT_0$. The pooled variance over $2kT$ would become $\lambda_f+\lambda_sT_0/T$, and the average rate would no longer have the Marcus form with $\lambda$ at temperature $T$.

## How freezing appears in the decay

Neglect back reaction. For frozen slow modes the surviving fraction is

$$S(t)=\left\langle e^{-k(q_s)t}\right\rangle\ge e^{-\langle k\rangle t},$$

where the inequality follows from the convexity of the exponential. The initial slope is $-\langle k\rangle$, but members with large rates disappear first and the later decay is slower. At 5000 ps, numerical integration over $q_s$ gives $S=0.32$, while the exponential with rate $\langle k\rangle$ has fallen to 0.0024. The neglect of back reaction limits this result to such times. The frozen driving force has mean $-0.1$ eV and standard deviation $\sqrt{2\lambda_skT}=0.12$ eV, so 21% of the members are uphill. With back reaction, $S$ is 0.33 at 5000 ps and then levels off near 0.23 until the slow mode relaxes.

For one slow mode with finite relaxation time $\tau_s$, the density $p(q_s,t)$ of unreacted members obeys

$$\frac{\partial p}{\partial t}=\frac1{\tau_s}\frac{\partial}{\partial q_s}\left(q_sp+kT\frac{\partial p}{\partial q_s}\right)-k(q_s)p .$$

If relaxation is much faster than reaction, $p$ keeps its equilibrium shape. Integration over $q_s$ removes the diffusion term and leaves $dS/dt=-\langle k\rangle S$. If relaxation is much slower than the observed decay, the diffusion term can be dropped and the frozen result returns.

Expanding $p$ in 60 eigenfunctions of the diffusion operator and diagonalising the full operator gives half-lives of 592, 1115 and 1650 ps for $\tau_s=10$, $10^3$ and $10^6$ ps. The first is 3% above the fully averaged value, $\ln2/\langle k\rangle=576$ ps. The 1 ps relaxation time of the fast mode, left out of $k(q_s)$, would lengthen all three by a further 2 to 4%. The last differs from the 1802 ps of the mean member, which therefore does not stand for the whole frozen ensemble.

## Where the equality itself fails

The equality can fail even without frozen modes, as two cases show. For a quantum mode of frequency $\omega$, the coordinate variance is $(\hbar\omega/2)\coth(\hbar\omega/2kT)$ instead of $kT$. Multiplying by $d^2=2\lambda$ and dividing by $2kT$ gives

$$\lambda\,\frac{\hbar\omega}{2kT}\coth\frac{\hbar\omega}{2kT},$$

which exceeds $\lambda$ and approaches it for $\hbar\omega\ll kT$. The mean gaps still differ by $2\lambda$.

Unequal force constants also break the equality. Let state 2 have force constant $\alpha$ relative to state 1. At low temperature, still with classical nuclei, half the difference of the gaps at the two minima is $(\alpha+1)d^2/4$. The slope of the gap at the minimum of state 1 is $-\alpha d$, so the variance there over $2kT$ is $\alpha^2d^2/2$. For positive $\alpha$ these agree only at $\alpha=1$. A discrepancy between the two measured energies is therefore not by itself proof of frozen modes; comparing the windowed variance with the variance pooled over independently equilibrated members tests that cause directly. Varying the window helps only if it approaches the slow relaxation time: in the frozen example, $\lambda_{\rm var}$ is 0.599 eV for 1000 ps and still only 0.601 eV for $10^4$ ps.

All numerical values are calculated from the stated model.
